# The Newton-Wigner position and the Dirac coordinate of a free electron, part 2

When a unitary $U$ decouples the Dirac Hamiltonian, the untransformed coordinate $\mathbf r$ between two-component functions measures $\mathbf R=U^\dagger\mathbf rU$, whereas moments of the Dirac density need $U\mathbf rU^\dagger$. For the free particle, it remains to prove (iii) below and find the size of the difference.

Units are $\hbar=c=m=1$, with lengths in $L=\hbar/mc$. In the standard representation, with $\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)$,
$$\alpha_j\alpha_k=\delta_{jk}+i\epsilon_{jkl}\Sigma_l .\tag{1}$$
$H=\boldsymbol\alpha\cdot\mathbf p+\beta$, $E=\sqrt{1+p^2}$, $H^{-1}=H/E^2$, $\Lambda_\pm=\tfrac12(1\pm H/E)$, $r_k=i\partial_k$, $\partial_k=\partial/\partial p_k$. Even operators commute with $\Lambda_\pm$; odd ones anticommute with $H/E$. $V(\mathbf r)$ is a local potential.

$U=(E+1+\beta\boldsymbol\alpha\cdot\mathbf p)/N=\exp(\theta\beta\boldsymbol\alpha\cdot\mathbf p/p)$, with $N=\sqrt{2E(E+1)}$ and $\tan2\theta=p$. The state $\psi_{\rm FW}=U\psi$ is in the Foldy-Wouthuysen (FW) picture, where even means block diagonal.

**Lemma 1.** $U$ is unitary, $UHU^\dagger=\beta E$, and $U$ commutes with rotations, parity and time reversal.

**Theorem.** (i) $\mathbf R=\mathbf r+\mathbf A$ with
$$\mathbf A=\frac{i\beta\boldsymbol\alpha}{2E}-\frac{i\beta(\boldsymbol\alpha\cdot\mathbf p)\,\mathbf p}{2E^2(E+1)}-\frac{\boldsymbol\Sigma\times\mathbf p}{2E(E+1)}.\tag{2}$$

(ii) $\mathbf R(t)=\mathbf R+\mathbf pH^{-1}t$.

(iii) On positive-energy states $\mathbf R$ is the Newton-Wigner operator: the only Hermitian $\mathbf Q$ with $[Q_i,p_j]=i\delta_{ij}$ and $[Q_i,Q_j]=0$ that is a polar vector, is even under time reversal, and is regular at $\mathbf p=0$.

**Lemma 4.** $U\mathbf rU^\dagger=\mathbf r+\mathbf a-\mathbf O$ with
$$\mathbf a=-\frac{\boldsymbol\Sigma\times\mathbf p}{2E(E+1)},\qquad O_k=\frac{i\beta\,\boldsymbol\alpha\cdot\mathbf u_k}{2E},\qquad \mathbf u_k=\mathbf e_k-\frac{p_k\,\mathbf p}{E(E+1)},$$
and in the Dirac picture
$$\mathbf r=\mathbf R+U^\dagger\mathbf aU+\tfrac i2\boldsymbol\eta H^{-1}.\tag{4}$$
Here $\boldsymbol\eta=\boldsymbol\alpha-\mathbf pH^{-1}$. The first two terms are the even part of $\mathbf r$. The velocity of $\mathbf r$ is $\alpha_k(t)=p_kH^{-1}+\eta_ke^{-2iHt}$.

**Lemma 5.** On two-component functions let $\mathbf Q=\mathbf r+h(p)\,\boldsymbol\sigma\times\mathbf p$. Then
$$[Q_i,Q_j]=i\epsilon_{ijn}\Big\{(ph'+2h)\,\sigma_n+\Big(2h^2-\frac{h'}p\Big)p_n\,\boldsymbol\sigma\cdot\mathbf p\Big\}.\tag5$$

The worked example uses $L=386.159$ fm, $g\propto\exp[-(\mathbf p-\mathbf p_0)^2/4\sigma_p^2]$, $\mathbf p_0=0.5\,\mathbf e_x$, $\sigma_p=0.1$ and spin up along $z$.

**Proof of (iii).** By Lemma 1 the positive subspace is the upper FW block, on which rotations are generated by $\mathbf r\times\mathbf p+\tfrac12\boldsymbol\sigma$, parity is $\psi(\mathbf p)\to\psi(-\mathbf p)$ and time reversal is $\psi(\mathbf p)\to\sigma_2\psi^*(-\mathbf p)$. There $\mathbf R$ is $\mathbf r$, which has all the listed properties. Let $\mathbf Q$ be another candidate. $\mathbf b=\mathbf Q-\mathbf r$ commutes with $\mathbf p$, so it does not connect different momenta and is a Hermitian matrix function $b_k=v_k(\mathbf p)+T_{kl}(\mathbf p)\sigma_l$ with real $v$ and $T$. Regular means that $\mathbf b$ is differentiable for $p>0$ and bounded near $\mathbf p=0$.

For $\mathbf b$ to be a vector operator, $v$ and $T$ must be invariant under rotations about $\mathbf p$. Take $\mathbf p$ along $z$. Then $v$ points along $z$. The entries $T_{xz},T_{yz}$ and $T_{zx},T_{zy}$ form plane vectors and vanish, and the $xy$ block commutes with plane rotations, so it is a multiple of the unit matrix plus an antisymmetric part. In covariant form,
$$\mathbf b=f\,\mathbf p+g\,\boldsymbol\sigma+k\,\mathbf p\,(\boldsymbol\sigma\cdot\mathbf p)+h\,\boldsymbol\sigma\times\mathbf p$$
with real functions of $p$. Parity requires $\mathbf b(-\mathbf p)=-\mathbf b(\mathbf p)$. The $g$ and $k$ terms are even in $\mathbf p$, so their sum vanishes. Time reversal requires $\sigma_2\mathbf b^*(-\mathbf p)\sigma_2=\mathbf b(\mathbf p)$. The $f$ term changes sign, so $f=0$, while in the $h$ term two signs cancel.

Set (5) to zero. The component of the braces perpendicular to $\mathbf p$ gives $ph'+2h=0$, so $h=C/p^2$ and $h'=-2C/p^3$. The remaining coefficient is $2C(C+1)/p^4$, so $C=0$ or $C=-1$. For $C=-1$ the size of $\mathbf b$ grows as $1/p$, which regularity excludes. Hence $\mathbf Q=\mathbf r$ in the FW picture, that is $\mathbf Q=\mathbf R$. ∎

*Remark 1.* The excluded solution is $W\mathbf rW^\dagger$ with $W=\boldsymbol\sigma\cdot\hat{\mathbf p}$: $iW\partial_kW=i(\boldsymbol\sigma\cdot\hat{\mathbf p})(\sigma_k-\hat p_k\,\boldsymbol\sigma\cdot\hat{\mathbf p})/p=-(\boldsymbol\sigma\times\mathbf p)_k/p^2$. It comes from a spin basis that is discontinuous at $\mathbf p=0$.

*Remark 2.* The even part of $\mathbf r$ has $h=-1/[2E(E+1)]$ and $h'=p(2E+1)/[2E^3(E+1)^2]$. Then $ph'+2h=[(2E+1)(E-1)-2E^2]/[2E^3(E+1)]=-1/2E^3$ and $2h^2-h'/p=[E-(2E+1)]/[2E^3(E+1)^2]=-1/[2E^3(E+1)]$. The commutator is $-i\epsilon_{ijn}[\sigma_n+p_n\boldsymbol\sigma\cdot\mathbf p/(E+1)]/2E^3$, which at rest is $-\tfrac i2\epsilon_{ijn}\sigma_n$ in units of $L^2$. These components have no common eigenstates.

*Remark 3.* With the invariant measure $d^3p/E$ the amplitude is $\phi=\sqrt E\,\psi_{\rm FW}$, and
$$\mathbf R=E^{1/2}\,i\nabla\,E^{-1/2}=i\nabla-\frac{i\mathbf p}{2E^2},$$
since $\nabla E^{-1/2}=-\tfrac12E^{-5/2}\mathbf p$. This is the Newton-Wigner operator written for the invariant measure. Its eigenfunctions $\sqrt E\,e^{-i\mathbf p\cdot\mathbf s}\chi$, with constant $\chi$, are orthogonal for different $\mathbf s$ because the factor $E$ cancels the measure and leaves $(2\pi)^3\delta^3(\mathbf s-\mathbf s')$. In the Dirac picture the eigenstate is $U^\dagger e^{-i\mathbf p\cdot\mathbf s}\chi$. Its support is not the single point $\mathbf r=\mathbf s$, because a distribution supported at one point has a polynomial Fourier amplitude and $U^\dagger$ is not a polynomial.

## Size of the picture change

**Corollary.** Let $\psi=U^\dagger(g\chi)$ with $g(\mathbf p)$ real, $\chi$ a fixed upper spinor, and $\langle\cdot\rangle$ on the right the average over $g^2$ and $\chi$. At all times
$$\langle\mathbf r\rangle-\langle\mathbf R\rangle=-\Big\langle\frac{\boldsymbol\sigma\times\mathbf p}{2E(E+1)}\Big\rangle,\qquad\langle r^2\rangle-\langle R^2\rangle=\Big\langle\frac1{E(E+1)}+\frac1{4E^4}\Big\rangle.\tag6$$

*Proof.* Use Lemma 4 on the upper block, where terms linear in $\mathbf O$ have zero expectation. This gives the first formula and leaves $\langle\{r_k,a_k\}\rangle+\langle a_ka_k\rangle+\langle O_kO_k\rangle$ for the second. At time $t$ the amplitude is $ge^{-iEt}$, on which $r_k$ acts as $i\partial_k+tp_k/E$ acting on $g$. The first piece gives $i\int\partial_k(g^2\chi^\dagger a_k\chi)\,d^3p=0$ and the second $2t\langle\mathbf p\cdot\mathbf a/E\rangle=0$. Next, $\sum_k[\boldsymbol\sigma\cdot(\mathbf p\times\mathbf e_k)]^2=\sum_k|\mathbf p\times\mathbf e_k|^2=2p^2$, so $a_ka_k=(E-1)/[2E^2(E+1)]$. Also $(i\beta\boldsymbol\alpha\cdot\mathbf u)^2=|\mathbf u|^2$. With $\kappa=p^2/[E(E+1)]=1-1/E$, $\sum_k|\mathbf u_k|^2=3-2\kappa+\kappa^2=2+1/E^2$, so $O_kO_k=1/2E^2+1/4E^4$. Finally $\frac1{2E^2}\big[1+\frac{E-1}{E+1}\big]=\frac1{E(E+1)}$. ∎

*Remark 4.* A component of $\mathbf a$ has eigenvalues of size at most $F=p/[2E(E+1)]$, reached for a direction perpendicular to $\mathbf p$. From $F^2=(E-1)/[4E^2(E+1)]$, $d\ln F^2/dE=2/(E^2-1)-2/E$, which vanishes at $E^2=E+1$. $F$ tends to zero at both ends, so this is the maximum: $E=1.6180$, $p=1.2720$, $F=1.2720/(2\times1.6180\times2.6180)=0.1501\,L$, or 58.0 fm. This bounds each component of $\langle\mathbf r\rangle-\langle\mathbf R\rangle$ in any positive-energy state.

*Remark 5.* For slow packets of the form assumed in the Corollary (real $g$, fixed $\chi$) the second difference tends to $\tfrac12+\tfrac14=\tfrac34$. The same expansion gives the Darwin and spin-orbit terms. The upper block of $UVU^\dagger$ is $KVK+(\boldsymbol\sigma\cdot\mathbf p/N)V(\boldsymbol\sigma\cdot\mathbf p/N)$ with $K=(E+1)/N$. To second order in $p$, $K=1-p^2/8$ and $N=2$. Using $\{p^2,V\}-2p_kVp_k=[p_k,[p_k,V]]=-\nabla^2V$ and $i\epsilon_{jkl}p_jVp_k\sigma_l=\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$, the block is $V+\tfrac18\nabla^2V+\tfrac14\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. For $V=r^2$ the Darwin term is $6/8=3/4$. The spin-orbit term is $\tfrac12\boldsymbol\sigma\cdot(\mathbf r\times\mathbf p)$, the slow limit of $\{r_k,a_k\}$, whose expectation value vanishes for real $g$ as shown in the proof of the Corollary, so the block reproduces the limit $\tfrac34$. For other slow states the difference is $\tfrac34+\tfrac12\langle\boldsymbol\sigma\cdot(\mathbf r\times\mathbf p)\rangle$, which is $\tfrac54$ for a $p_{3/2}$ and $-\tfrac14$ for a $p_{1/2}$ function, so neither its size nor its sign is universal.

*Remark 6 (where the theorem fails).* With a potential, $i[H+V,\mathbf R]=\mathbf pH^{-1}+i[V,\mathbf A]$. For a non-constant $V$ the second term is in general nonzero because $\mathbf A$ depends on $\mathbf p$, and the free $U$ leaves an off-diagonal block of $UVU^\dagger$, so $\mathbf R$ is in general not even with respect to $H+V$. A decoupling adapted to $V$ defines its own back-transform of $\mathbf r$, which (2) does not describe. For $m=0$, $\tan2\theta=p/m$ gives $\theta=\pi/4$ at every $p>0$, so $U$ depends on $\hat{\mathbf p}$ alone and is discontinuous at $\mathbf p=0$; (2) then diverges as $1/p$ and the regularity in (iii) is lost.

## Worked example

The parameters are round model values for an electron, with $L=386.159$ fm. The amplitude is $g\propto\exp[-(\mathbf p-\mathbf p_0)^2/4\sigma_p^2]$ with $\mathbf p_0=0.5\,\mathbf e_x$ and $\sigma_p=0.1$, and the spin is up along $z$. A real Gaussian has position spread $1/2\sigma_p=5\,L$ per axis. At the centre $E_0=\sqrt{1.25}=1.118034$, and the period is $T=\pi/E_0=2.8099$, or $3.62\times10^{-21}$ s. The numerical check propagates each packet by diagonalising $H$ on a momentum grid and takes positions from a Fourier transform; the packet averages below are tested against it.

**(a) Mixed energy sign.** Take $\psi=g\,u$ with $u=(1,0,0,0)^T$, so $u^\dagger Hu=1$ and $u^\dagger\boldsymbol\alpha u=0$. The negative weight is $u^\dagger\Lambda_-u=(E-1)/2E$, which is $0.052786$ at $\mathbf p_0$ and $0.057011$ over the packet. The velocity of $\langle R_x\rangle$ is $\langle p_x/E^2\rangle$, because $u^\dagger H^{-1}u=1/E^2$. At $\mathbf p_0$ this is the positive-energy velocity reduced by the counter-moving part: $(1-2\times0.052786)\times0.447214=0.4000$. The packet average is $0.387057\,c$. In (2) the $\beta\boldsymbol\alpha$ terms have no diagonal element and $(\mathbf e_z\times\mathbf p)_y=p_x$, so $\langle R_y\rangle=-\langle p_x/[2E(E+1)]\rangle=-0.10287\,L$. It is constant because $\langle p_y/E^2\rangle=0$.

For $\mathbf r$ write $e^{-2iHt}=\cos2Et-i(H/E)\sin2Et$. The matrix elements are $u^\dagger\eta_ku=-p_k/E^2$ and, from (1), $u^\dagger\eta_kHu=u^\dagger\alpha_k\,\boldsymbol\alpha\cdot\mathbf p\,u-p_k=i(\mathbf p\times\mathbf e_z)_k$, with $\mathbf p\times\mathbf e_z=(p_y,-p_x,0)$. The velocity at fixed $\mathbf p$ is $(p_k/E^2)(1-\cos2Et)+(\mathbf p\times\mathbf e_z)_k\sin(2Et)/E$. Terms odd in $p_y$ or $p_z$ average to zero, and $\langle\mathbf r\rangle=0$ at $t=0$ for real $g$, so
$$\langle x\rangle=\Big\langle\frac{p_x}{E^2}\Big(t-\frac{\sin2Et}{2E}\Big)\Big\rangle,\qquad\langle y\rangle=\Big\langle\frac{p_x}{2E^2}(\cos2Et-1)\Big\rangle .$$
At $\mathbf p_0$ the amplitudes are $p_0/2E_0^3=0.1789\,L$ (69.1 fm) along $x$ and $p_0/2E_0^2=0.2000\,L$ (77.2 fm) along $y$. The packet gives, in units of $L$:

| $t/T$ | $\langle x\rangle$ | $\langle R_x\rangle$ | $\langle y\rangle$ | $\langle R_y\rangle$ |
|---|---|---|---|---|
| 0.25 | 0.10161 | 0.27190 | −0.19831 | −0.10287 |
| 0.50 | 0.55134 | 0.54380 | −0.38529 | −0.10287 |
| 0.75 | 0.98302 | 0.81570 | −0.17949 | −0.10287 |
| 1.00 | 1.07303 | 1.08760 | −0.00696 | −0.10287 |
| 4.50 | 4.92102 | 4.89420 | −0.29067 | −0.10287 |

$\langle R_x\rangle$ is linear, for example $0.387057\times2.8099=1.0876$, while $\langle x\rangle$ lags by $0.1703$ at $T/4$ and leads by $0.1673$ at $3T/4$.

The oscillation of $\langle y\rangle$ is centred on $-0.19353$, not on $\langle R_y\rangle$, so $\langle\mathbf R\rangle$ is not the time average of $\langle\mathbf r\rangle$. The gap is the middle term of (4). For $\mathbf p=p\,\mathbf e_x$ the FW spinor $Uu$ has upper part $(E+1)/N$ with spin up and lower part $-\sigma_xp/N$ acting on spin up, which is spin down. So $\langle\Sigma_z\rangle$ is the difference of the weights, $1/E$, and $a_y=-p\Sigma_z/[2E(E+1)]$. At $\mathbf p_0$ the centre is $-0.105573\,(1+0.894427)=-0.2000$, in agreement with $-p_0/2E_0^2$.

The displacement below the centre falls from $0.1918$ at $0.5\,T$ to $0.0971$ at $4.5\,T$, a fraction $0.50$ of $0.1935$, mainly because $\cos2Et$ is averaged over a spread of energies. To first order in $\mathbf p-\mathbf p_0$ that spread is Gaussian with $\delta E=(p_0/E_0)\sigma_p=0.04472$, and the average carries the factor $e^{-2(\delta E\,t)^2}$. At $t=12.6447$ this is $e^{-0.640}=0.53$. The estimate leaves out the curvature of $E(\mathbf p)$ and the variation of $p_x/E^2$ over the packet. These hardly change the envelope, since the average of $e^{2iEt}$ with weight $g^2p_x/E^2$ has modulus $0.53$ at this time, but they advance the phase by $0.34$ rad. The minimum therefore comes slightly before $4.5\,T$, and the tabulated fraction is $0.53\cos0.34=0.50$.

**(b) Positive energy.** For $\psi=U^\dagger(gu)$ both $\langle x\rangle$ and $\langle R_x\rangle$ move at $\langle p_x/E\rangle=0.439575\,c$. The offset $\langle y\rangle-\langle R_y\rangle=-0.102872\,L$, or $-39.7$ fm, is 2.1% of the spread $5\,L$. It equals $\langle R_y\rangle$ of case (a) because $\mathbf A=\mathbf a+\mathbf O$ and $U\mathbf rU^\dagger-\mathbf r=\mathbf a-\mathbf O$ share their block-diagonal part. At $t=0$, where the second formula of (6) is tested, $\langle R^2\rangle=3\times5^2=75$ and $\langle r^2\rangle=75.571853$ in $L^2$. The difference $0.571853$ compares with the value at $\mathbf p_0$, $1/(1.118034\times2.118034)+1/(4\times1.5625)=0.422291+0.16=0.582291$. The untransformed coordinate thus gives a second moment too low by 0.76% relative to $\langle r^2\rangle$. The function averaged in (6) decreases with $E$ from $3/4$, so the difference is positive and below $0.75\,L^2$ for real $g$ and fixed $\chi$. The bound does not extend further: displacing the packet by $\mathbf s$ adds $2\mathbf s\cdot(\langle\mathbf r\rangle-\langle\mathbf R\rangle)$, which is $\pm1.03\,L^2$ for $s_y=\mp5\,L$, and orbital angular momentum adds the spin-orbit term of Remark 5.

**(c) Negative energy.** With the spinor $(0,0,1,0)^T$ in the FW picture and the same $g$, the mean position moves at $-0.439575\,c$, against the momentum, as the sign of $H^{-1}$ requires.

## Numbers as computed

```
length unit L = hbar/mc = 386.159 fm
time unit hbar/mc^2 = 1.28809e-21 s
p0 = 0.5 mc, momentum spread = 0.1 mc, grid 32^3, dp = 0.05 mc
position spread per axis = 5.0000 L
E0 = 1.118034 mc^2, p0/E0 = 0.447214 c, p0/E0^2 = 0.400000 c
FW angle theta at p0 = 0.231824 rad
period T = pi/E0 = 2.809926 hbar/mc^2 = 3.6194e-21 s
sharp p0: negative weight (E0-1)/(2E0) = 0.052786
sharp p0: x amplitude p0/(2E0^3) = 0.178885 L = 69.08 fm
sharp p0: y amplitude p0/(2E0^2) = 0.200000 L = 77.23 fm
sharp p0: offset -p0/(2E0(E0+1)) = -0.105573 L
(a) mixed packet: negative weight = 0.057011
(a) velocity of <R_x> = 0.387057 c
(a) centre of <y> oscillation -<px/2E^2> = -0.193528 L
(a) t/T, t [hbar/mc^2], <x>, <y>, <R_x>, <R_y> [L]
  0.00   0.0000   0.00000   0.00000   0.00000  -0.10287
  0.25   0.7025   0.10161  -0.19831   0.27190  -0.10287
  0.50   1.4050   0.55134  -0.38529   0.54380  -0.10287
  0.75   2.1074   0.98302  -0.17949   0.81570  -0.10287
  1.00   2.8099   1.07303  -0.00696   1.08760  -0.10287
  2.50   7.0248   2.74763  -0.34819   2.71900  -0.10287
  4.50  12.6447   4.92102  -0.29067   4.89420  -0.10287
(b) positive packet: velocity <px/E> = 0.439575 c
(b) <y>-<R_y> = -0.102872 L = -39.73 fm
(b) <r^2> = 75.571853 L^2, <R^2> = 75.000000 L^2
(b) <r^2>-<R^2> = 0.571853 L^2
sharp p0: 1/(E0(E0+1))+1/(4E0^4) = 0.582291 L^2
(c) negative packet: velocity of <R_x> = -0.439575 c
largest offset at p = 1.2720 mc, E = 1.6180 mc^2
largest offset = -0.15014 L = -57.98 fm
```
